# Chudley–Elliott linewidth and diffusivity for hopping on a square lattice

**The system.** A single adatom moves on an unbounded square lattice of sites with spacing \(a\). It rests on a site for a random time drawn from an exponential distribution of mean \(\tau\), then jumps instantaneously to one of the four nearest sites, each with probability \(1/4\). Successive waits and jump directions are independent. The jump vectors are \(\mathbf l=(\pm a,0),(0,\pm a)\).

For a single adatom, or adatoms so dilute that they move independently, a scattering experiment with wavevector transfer \(\mathbf q\) in the surface plane probes the self correlation function and its spectrum,

\[
I(\mathbf q,t)=\left\langle e^{-i\mathbf q\cdot[\mathbf R(t)-\mathbf R(0)]}\right\rangle ,\qquad
S(\mathbf q,\omega)=\frac1{2\pi}\int_{-\infty}^{\infty} I(\mathbf q,|t|)\,e^{i\omega t}\,dt .
\]

The motion is treated classically and favours no direction, so \(I\) is real and \(S\) is even in \(\omega\).

## Part (a)

*Write the equation of motion for the probability \(P(\mathbf R,t)\) of finding the adatom displaced by \(\mathbf R\) after time \(t\), and solve it for \(I(\mathbf q,t)\).*

**Answer.** An exponential wait has no memory: the probability of a jump in the next short interval \(dt\) is \(dt/\tau\), however long the adatom has already rested. It is at \(\mathbf R\) at time \(t+dt\) either because it was there and stayed, or because it was at \(\mathbf R-\mathbf l\) and made the jump \(\mathbf l\):

\[
P(\mathbf R,t+dt)=\left(1-\frac{dt}{\tau}\right)P(\mathbf R,t)+\frac{dt}{4\tau}\sum_{\mathbf l}P(\mathbf R-\mathbf l,t).
\]

Two jumps within \(dt\) contribute at order \(dt^2\) and drop out. Subtract \(P(\mathbf R,t)\), divide by \(dt\), and write \(1/\tau\) as four equal terms \(1/(4\tau)\):

\[
\frac{\partial P(\mathbf R,t)}{\partial t}=\frac1{4\tau}\sum_{\mathbf l}\left[P(\mathbf R-\mathbf l,t)-P(\mathbf R,t)\right],\qquad P(\mathbf R,0)=\delta_{\mathbf R,0}.
\]

By definition \(I(\mathbf q,t)=\sum_{\mathbf R}e^{-i\mathbf q\cdot\mathbf R}P(\mathbf R,t)\). In the gain term put \(\mathbf R'=\mathbf R-\mathbf l\), which also runs over all sites:

\[
\sum_{\mathbf R}e^{-i\mathbf q\cdot\mathbf R}P(\mathbf R-\mathbf l,t)
=e^{-i\mathbf q\cdot\mathbf l}\sum_{\mathbf R'}e^{-i\mathbf q\cdot\mathbf R'}P(\mathbf R',t)
=e^{-i\mathbf q\cdot\mathbf l}\,I(\mathbf q,t).
\]

The transformed equation therefore involves one wavevector at a time:

\[
\frac{\partial I}{\partial t}=-\Gamma(\mathbf q)\,I,\qquad
\Gamma(\mathbf q)=\frac1{4\tau}\sum_{\mathbf l}\left(1-e^{-i\mathbf q\cdot\mathbf l}\right).
\]

The jumps come in opposite pairs, and \(e^{-iq_xa}+e^{iq_xa}=2\cos q_xa\), with the same for \(y\). The sum is \(4-2\cos q_xa-2\cos q_ya\), so

\[
\boxed{\;\Gamma(\mathbf q)=\frac1\tau\left[1-\frac{\cos q_xa+\cos q_ya}{2}\right]\;}
\]

Since \(I(\mathbf q,0)=1\), the solution for \(t\ge0\) is \(I(\mathbf q,t)=e^{-\Gamma(\mathbf q)t}\).

## Part (b)

*Find \(S(\mathbf q,\omega)\), its area and its half width at half maximum.*

**Answer.** Split the time integral at \(t=0\). For \(\Gamma>0\) both halves converge:

\[
S=\frac1{2\pi}\left[\int_0^\infty e^{-(\Gamma-i\omega)t}dt+\int_{-\infty}^0e^{(\Gamma+i\omega)t}dt\right]
=\frac1{2\pi}\left[\frac1{\Gamma-i\omega}+\frac1{\Gamma+i\omega}\right].
\]

Over the common denominator \(\Gamma^2+\omega^2\) the numerators add to \(2\Gamma\), giving a Lorentzian:

\[
S(\mathbf q,\omega)=\frac1\pi\,\frac{\Gamma(\mathbf q)}{\Gamma(\mathbf q)^2+\omega^2}.
\]

Its area is \(\frac1\pi[\arctan(\omega/\Gamma)]_{-\infty}^{\infty}=1\). The peak height is \(1/(\pi\Gamma)\), and half of it is reached when \(\Gamma^2+\omega^2=2\Gamma^2\), that is, at \(|\omega|=\Gamma\). So \(\Gamma\) is the half width in angular frequency, \(2\Gamma\) is the full width, and the half width in energy is \(\hbar\Gamma\). This is the Chudley–Elliott linewidth for the square lattice.

## Part (c)

*Where in \(\mathbf q\)-space is the line narrowest and where is it broadest? Explain both physically.*

**Answer.** \(\Gamma\) vanishes when both cosines equal \(1\), which happens when \(q_xa\) and \(q_ya\) are multiples of \(2\pi\). These are the reciprocal-lattice vectors, including \(\mathbf q=0\). There \(e^{-i\mathbf q\cdot\mathbf R}=1\) on every site, so hopping leaves the scattered phase unchanged. Then \(I=1\) at all times, and the Lorentzian is replaced by \(\delta(\omega)\).

The largest value occurs when both cosines equal \(-1\), at the zone corner \((\pi/a,\pi/a)\) and its equivalents, where \(\Gamma=2/\tau\). That this exceeds the jump rate \(1/\tau\) follows from the phases. At the corner every jump multiplies the phase factor by \(-1\). Exponential waits make the number \(n\) of jumps in time \(t\) Poisson distributed with mean \(t/\tau\), so

\[
I=\sum_{n=0}^\infty e^{-t/\tau}\frac{(t/\tau)^n}{n!}(-1)^n=e^{-t/\tau}e^{-t/\tau}=e^{-2t/\tau}.
\]

At the edge centre \((\pi/a,0)\) the jumps along \(y\) leave the phase alone and those along \(x\) reverse it. The width is then \(1/\tau\), half the corner value.

## Part (d)

*Expand \(\Gamma\) for \(qa\ll1\) to fourth order in \(q\), and find the diffusivity \(D\). Confirm it from the mean square displacement.*

**Answer.** Let \(x=q_xa\) and \(y=q_ya\). With \(\cos x=1-x^2/2+x^4/24-\dots\),

\[
\Gamma\tau=\frac12\left[\frac{x^2+y^2}{2}-\frac{x^4+y^4}{24}+\dots\right]
=\frac{x^2+y^2}{4}-\frac{x^4+y^4}{48}+\dots
\]

Write \(\mathbf q=q(\cos\varphi,\sin\varphi)\). Then \(x^2+y^2=(qa)^2\). For the fourth powers,

\[
\cos^4\varphi+\sin^4\varphi=1-2\sin^2\varphi\cos^2\varphi=1-\tfrac12\sin^22\varphi=\tfrac14(3+\cos4\varphi).
\]

Taking out the quadratic term gives

\[
\Gamma=\frac{a^2q^2}{4\tau}\left[1-\frac{(qa)^2}{48}(3+\cos4\varphi)+\dots\right].
\]

Continuous diffusion obeys \(\partial p/\partial t=D\nabla^2p\), whose Fourier transform decays at the rate \(Dq^2\). Matching the quadratic terms gives

\[
\boxed{\;D=\lim_{q\to0}\frac{\Gamma}{q^2}=\frac{a^2}{4\tau}\;}
\]

The leading term is isotropic although the lattice is not. The lattice first shows its directions in the relative correction, which is \(-(qa)^2/12\) along an axis (\(\varphi=0\)) and \(-(qa)^2/24\) along a diagonal (\(\varphi=\pi/4\)).

For the mean square displacement, multiply the equation of part (a) by \(R^2\) and sum over sites. The shift \(\mathbf R'=\mathbf R-\mathbf l\) in the gain term turns \(R^2\) into \(|\mathbf R'+\mathbf l|^2\):

\[
\frac{d\langle R^2\rangle}{dt}=\frac1{4\tau}\sum_{\mathbf l}\left\langle|\mathbf R+\mathbf l|^2-R^2\right\rangle
=\frac1{4\tau}\sum_{\mathbf l}\left(2\langle\mathbf R\rangle\cdot\mathbf l+a^2\right)=\frac{a^2}{\tau}.
\]

The linear term vanishes because \(\sum_{\mathbf l}\mathbf l=0\). The diffusion equation gives \(d\langle R^2\rangle/dt=D\int p\,\nabla^2R^2\,d^2R=4D\) in two dimensions, after two integrations by parts. Equating the two rates again gives \(D=a^2/(4\tau)\).

## Part (e)

*Widths are measured at \(q\) and \(2q\) along the same direction. Combine them so that the leading error in \(D\) cancels, and find what remains when the direction is a lattice axis.*

**Answer.** Define the apparent diffusivities \(D_1=\Gamma(q)/q^2\) and \(D_2=\Gamma(2q)/(2q)^2\). By part (d), \(D_1\simeq D(1-cq^2)\) and \(D_2\simeq D(1-4cq^2)\), with the same \(c\) because the direction is the same. Hence

\[
D\simeq\frac{4D_1-D_2}{3}.
\]

Along an axis \(\Gamma\tau=(1-\cos x)/2\), so

\[
\frac{\Gamma}{Dq^2}=\frac{2(1-\cos x)}{x^2}=1-\frac{x^2}{12}+\frac{x^4}{360}-\dots
\]

In the combination the quartic terms leave \((4x^4-16x^4)/(3\times360)=-x^4/90\), relative to \(D\), where \(x=qa\) belongs to the smaller wavevector.

## Part (f)

*Copper adatoms on Cu(001) occupy a square lattice of sites. Take the rough values \(a=0.256\) nm, barrier \(E=0.5\) eV and attempt frequency \(\nu=5\) THz per jump direction, with hop rate \(w=\nu e^{-E/kT}\) in each direction. Find \(\tau\), \(D\) and the energy half widths at 600 K. How small must \(q\) be for the quadratic law to serve? What changes at 378 K, a chip's temperature of use?*

**Answer.** At 600 K, \(kT=0.0517\) eV, so

\[
w=5\times10^{12}\,e^{-0.5/0.0517}\ \text{s}^{-1}=3.16\times10^{8}\ \text{s}^{-1}.
\]

There are four directions, so \(\tau=1/(4w)=0.792\) ns, and

\[
D=\frac{(0.256\times10^{-7}\ \text{cm})^2}{4\times0.792\times10^{-9}\ \text{s}}=2.07\times10^{-7}\ \text{cm}^2/\text{s}.
\]

The energy scale is \(\hbar/\tau=831\) neV, half of the zone-corner width of 1662 neV. At \(q=1\) nm\(^{-1}\) along an axis, \(\hbar\Gamma=831\times(1-\cos0.256)/2=13.5\) neV. The other entries follow in the same way. The error is that of \(\Gamma/q^2\) relative to \(D\).

| \(q\) (nm\(^{-1}\)) | \(qa\) | \(\hbar\Gamma\) (neV) | error |
|---|---|---|---|
| 1 | 0.256 | 13.5 | −0.54 % |
| 2 | 0.512 | 53.3 | −2.17 % |
| 4 | 1.024 | 199 | −8.44 % |
| 8 | 2.048 | 606 | −30.4 % |

At \(q=2\) nm\(^{-1}\) the leading correction \(-(qa)^2/12\) gives −2.2 %, as tabulated. Along the diagonal at the same \(q\) the error is −1.09 %, half as large, as part (d) requires. At \(q=8\) nm\(^{-1}\) the leading correction alone would give −35 %. The next term, \(+(qa)^4/360\), restores 4.9 %, slightly more than the 4.5 % that separates the leading correction from the exact error; higher terms take back the excess. To keep the error below about 2 % along an axis, \(qa\) must stay below about one half.

The two smallest wavevectors give \(D_1=2.0571\times10^{-7}\) and \(D_2=2.0236\times10^{-7}\) cm\(^2\)/s. Their combination \((4D_1-D_2)/3\) differs from the model's \(D\) by a relative \(-4.7\times10^{-5}\), in line with \(-x^4/90\) at \(x=0.256\). Measurement errors can easily exceed this remainder: independent errors of 1 % in the two widths give the combination an error of about \(\sqrt{4^2+1}/3=1.4\) %.

At 378 K, with the same barrier and attempt frequency, \(D=7.1\times10^{-10}\) cm\(^2\)/s and the half width at \(q=1\) nm\(^{-1}\) is 0.046 neV. Both fall by a factor of about 290, because both are proportional to \(w\). A measurement at 600 K therefore has a far broader line to resolve, but its use at 378 K relies on the same kind of jump dominating, with an unchanged barrier and attempt frequency.

## Part (g)

*Estimate how the model's main omissions would change the result at 600 K. Include an electromigration force.*

**Answer.** Longer jumps come first. For a set of jumps with rates \(w_{\mathbf l}\) and the symmetry of the square, the small-\(q\) width is \(\frac12\sum w_{\mathbf l}(\mathbf q\cdot\mathbf l)^2=\frac14q^2\sum w_{\mathbf l}l^2\), so \(D=\frac14\sum w_{\mathbf l}l^2\). If a fraction \(p\) of the jumps has length \(2a\), at fixed total rate, \(D\) is multiplied by \((1-p)+4p=1+3p\). An assumed \(p=0.03\) raises it by 9 %.

An adatom can also sink into the surface while a surface atom emerges at the diagonally adjacent site. This moves the adatom position, though not the same atom, by \(\sqrt2\,a\). With the same attempt frequency and an assumed extra barrier of 0.2 eV, each diagonal move has a rate \(r=e^{-0.2/0.0517}=0.021\) times that of an ordinary hop. Adding four such moves multiplies \(D\) by \(1+2r\), an increase of 4.2 %. This figure rests entirely on the assumed 0.2 eV. A second-moment tight-binding potential for copper puts the extra barrier at 0.45 to 0.48 eV, depending on the cell size, and exchange is then negligible at 600 K.

Take a constant force \(F\) along \(+x\), too weak to move the sites or the barrier tops midway between them noticeably. It lowers the forward barrier by \(Fa/2\) and raises the backward one by the same amount, so the two \(x\) rates become \(we^{\pm f/2}\), where \(f=Fa/kT\). For \(\mathbf q\) along \(x\), the decay rate becomes complex:

\[
w\left[e^{f/2}(1-e^{-ix})+e^{-f/2}(1-e^{ix})\right]
=2w\left[\cosh\tfrac f2\,(1-\cos x)+i\sinh\tfrac f2\,\sin x\right].
\]

The force makes \(I\) complex, so the \(|t|\) in the definition of \(S\) must be replaced by the general rule \(I(\mathbf q,-t)=I(\mathbf q,t)^*\) for a steady process. Writing the decay rate as \(\Gamma'+i\Gamma''\), the two halves of the time integral are then complex conjugates and give

\[
S=\frac1\pi\,\mathrm{Re}\,\frac1{\Gamma'+i(\Gamma''-\omega)}=\frac1\pi\,\frac{\Gamma'}{\Gamma'^2+(\omega-\Gamma'')^2}.
\]

The real part is the half width and the imaginary part shifts the line centre, so the spectrum is no longer even in \(\omega\). For small \(f\) and \(x\) their ratio is \((f/2)(2/x)=f/(qa)\). Assume an effective charge of magnitude \(10e\), a resistivity of 4 µΩ cm and a current density of 1 MA/cm\(^2\). The field is then 4 V/cm and \(f=2.0\times10^{-5}\). At \(q=1\) nm\(^{-1}\) the shift is \(7.7\times10^{-5}\) of the half width. For small \(f\) the drift velocity is \(2wa\sinh(f/2)\simeq waf=DF/kT\), because \(D=wa^2\). The linewidth, which gives \(D\), therefore also gives the mobility \(D/kT\), while the drift itself would be hard to read from so small a line shift.

Taken separately, the following estimates are smaller than the one for longer jumps:

- Random occupation of 1 % of the sites lowers the mean hop rate by 1 %. This counts blocked sites only. With return correlations the diffusivity of a tagged adatom falls by about 1.6 %, while the width of the collective density correlation, which a coherent probe such as helium scattering sees, is not changed by site blocking alone. Adatom interactions are omitted. An attraction of 0.1 eV would multiply the odds of a neighbouring pair by \(e^{0.1/0.0517}=6.9\), and bound adatoms hop less often. For copper the attraction is stronger: a second-moment tight-binding potential binds a neighbouring pair on Cu(001) by about 0.3 eV, which multiplies the odds by several hundred. At 1 % coverage most adatoms would then be bound, so this estimate is small only at a far lower coverage.
- The leading Wigner tunnelling term, \((h\nu/kT)^2/24\), adds 0.7 % if the barrier-top frequency is taken equal to \(\nu\). Quantising the vibration in the well gives a term of the same form; in one dimension, with that frequency also equal to \(\nu\), the total is 1.3 %.
- Vibration within a site leaves the width alone but reduces the area of the line from 1 to about \(e^{-q^2\langle u^2\rangle}\), with \(\langle u^2\rangle=kT/[m(2\pi\nu)^2]\) per direction. The loss is 2.4 % at the zone corner.
- Crossing one spacing at the speed \(\sqrt{kT/m}\), with \(m=63.5\) u, takes 0.9 ps, or about \(10^{-3}\tau\). Treating jumps as instantaneous is reasonable here.
- The classical, even spectrum neglects an asymmetry of order \(\hbar\Gamma/kT\), which is \(3\times10^{-5}\) at the zone corner.

For the real surface, a barrier of about half an electronvolt is a rough typical value, and for an isolated adatom its uncertainty outweighs the corrections estimated above: an error of 0.05 eV changes \(D\) by a factor \(e^{0.05/0.0517}=2.6\). A copper interconnect departs further from the model, since its surfaces are usually covered by a liner or cap and its grains expose various orientations. Covering the surface changes the sites and barriers themselves. If that raised the barrier by 0.05 eV, \(D\) would fall by the same factor of 2.6 at 600 K. The value found here describes isolated adatoms on clean, flat Cu(001) and should not be used as the diffusivity of a finished line. It is a diffusivity per adatom. Mass transport also needs the carrier density, and on this face surface vacancies can be the more numerous and more mobile carrier: the tight-binding potential gives a vacancy hop barrier of 0.38 eV against 0.44 eV for the adatom.

All numerical values are calculated from the stated model.
